# Why SCAN and TPSS, accurate for hydrogen, fail for stretched H2+: a numerical check

```python
"""
Result under test: SCAN and TPSS are nearly exact for the hydrogen atom, but
not for one electron shared by two distant protons. There the error U + Exc
tends to Delta + e^2/(16 pi eps0 R), Delta = U_H/2 + 2 Exc[n_H/2] < 0.
U: Hartree energy; U_H: its value for hydrogen; Exc: exchange-correlation
energy; n_H: hydrogen density; R: proton distance. The exact sum U + Exc is 0.
Internal work is in atomic units; printed energies are in eV, lengths in angstrom.
"""
import numpy as np
from numpy.polynomial import laguerre, legendre
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, dft

EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
NAMES = ("SCAN", "TPSS")


def semilocal(code, psi, grad_psi, weights, share=1.0):
    """Energy of the fully polarized density share*psi^2, in hartree."""
    density = share * psi**2
    keep = density > 1e-13
    up = np.zeros((6, np.count_nonzero(keep)))
    up[0] = density[keep]
    up[1] = 2 * share * np.abs(psi[keep]) * grad_psi[keep]
    up[5] = 0.5 * share * grad_psi[keep]**2
    energy = dft.libxc.eval_xc(code, (up, np.zeros_like(up)), spin=1, deriv=1)[0]
    return float(np.sum(weights[keep] * up[0] * np.asarray(energy).ravel()))


def full_xc(name, psi, grad_psi, weights, share=1.0):
    return semilocal(name + "," + name, psi, grad_psi, weights, share)


def coulomb_tail(distance):
    """e^2/(16 pi eps0 R) in eV, with R in angstrom."""
    return const.e / (16 * np.pi * const.epsilon_0 * distance * 1e-10)


# Hydrogen atom and half atoms by radial quadrature
nodes, node_weights = np.polynomial.legendre.leggauss(400)
radius = 15 * (nodes + 1)
radial_weights = 15 * node_weights * 4 * np.pi * radius**2
psi_h = np.exp(-radius) / np.sqrt(np.pi)


def shell(r):
    return 4 * r**2 * np.exp(-2 * r)


hartree_h = quad(lambda r: shell(r) / r * quad(shell, 0, r)[0], 0, 30)[0]
assert abs(hartree_h - 5 / 16) < 1e-7
print(f"Hartree energy of H atom: {hartree_h*EV:.4f} eV")
print(f"exact exchange, two half atoms: {-hartree_h*EV/2:.4f} eV")
print(f"fraction kept if F unchanged: {2**(-1/3):.4f}")

delta = {}
for name in NAMES:
    exchange = semilocal(name + ",", psi_h, psi_h, radial_weights)
    corr = semilocal("," + name, psi_h, psi_h, radial_weights)
    exchange_half = 2 * semilocal(name + ",", psi_h, psi_h, radial_weights, 0.5)
    corr_half = 2 * semilocal("," + name, psi_h, psi_h, radial_weights, 0.5)
    assert abs(exchange + hartree_h) * EV < 0.02
    assert max(abs(corr), abs(corr_half)) * EV < 2e-3
    delta[name] = hartree_h / 2 + exchange_half + corr_half
    assert delta[name] * EV < -1
    print(f"{name} H atom exchange: {exchange*EV:.4f} eV")
    print(f"{name} H atom error U+Exc: {(hartree_h+exchange+corr)*EV:.4f} eV")
    print(f"{name} |correlation|, H atom: {abs(corr)*EV:.1e} eV")
    print(f"{name} exchange, two half atoms: {exchange_half*EV:.4f} eV")
    print(f"{name} fraction of atomic exchange: {exchange_half/exchange:.4f}")
    print(f"{name} error at infinite R: {delta[name]*EV:.4f} eV"
          f" = {delta[name]*EV*const.e*const.N_A/1000:.1f} kJ/mol")

# Explicit one-orbital SCAN exchange, with spin scaling, against the library
for share in (1.0, 0.5):
    doubled = 2 * share * psi_h**2
    s = 2 * doubled / (2 * (3 * np.pi**2)**(1 / 3) * doubled**(4 / 3))
    enhancement = 1.174 * (1 - np.exp(-4.9479 / np.sqrt(s)))
    explicit = -0.375 * (3 / np.pi)**(1 / 3) * np.sum(
        radial_weights * doubled**(4 / 3) * enhancement)
    library = semilocal("SCAN,", psi_h, psi_h, radial_weights, share)
    assert abs(explicit - library) * EV < 0.01

# Relaxation of the two half atoms by changing the orbital exponent
for name in NAMES:
    def trial_energy(gamma):
        psi = np.sqrt(gamma**3 / np.pi) * np.exp(-gamma * radius)
        kinetic = np.sum(radial_weights * 0.5 * (gamma * psi)**2)
        attraction = -np.sum(radial_weights * psi**2 / radius)
        xc = 2 * full_xc(name, psi, gamma * psi, radial_weights, 0.5)
        return kinetic + attraction + gamma * hartree_h / 2 + xc

    best = minimize_scalar(trial_energy, bounds=(0.8, 1.4), method="bounded")
    lowering = best.fun - trial_energy(1.0)
    assert abs(best.x - (1 - delta[name])) < 2e-3
    assert abs(lowering + delta[name]**2 / 2) * EV < 2e-3
    print(f"{name} relaxed exponent factor: {best.x:.4f}")
    print(f"{name} further lowering: {lowering*EV:.4f} eV")


def spheroidal_ion(distance):
    """Independent H2+ solution; distance in bohr."""
    decay = 0.6 * distance + 0.2
    x, wx = laguerre.laggauss(60)
    mu, wmu = legendre.leggauss(60)
    lam = 1 + x / (2 * decay)
    wlam = wx * np.exp(x) / (2 * decay)
    coef = np.eye(14)
    poly = laguerre.lagval(x, coef)
    slope = laguerre.lagval(x, laguerre.lagder(coef))
    f = poly * np.exp(-x / 2)
    df = 2 * decay * (slope - poly / 2) * np.exp(-x / 2)
    even = np.eye(20)[:, ::2]
    g = legendre.legval(mu, even)
    dg = legendre.legval(mu, legendre.legder(even))

    def lam_matrix(a, factor):
        return (a * (wlam * factor)) @ a.T

    def mu_matrix(a, factor):
        return (a * (wmu * factor)) @ a.T

    a0, b0 = lam_matrix(f, 1), mu_matrix(g, 1)
    volume = 2 * np.pi * (distance / 2)**3
    overlap = volume * (np.kron(lam_matrix(f, lam**2), b0)
                        - np.kron(a0, mu_matrix(g, mu**2)))
    kinetic = volume * 2 / distance**2 * (
        np.kron(lam_matrix(df, lam**2 - 1), b0)
        + np.kron(a0, mu_matrix(dg, 1 - mu**2)))
    attraction = -volume * 4 / distance * np.kron(lam_matrix(f, lam), b0)
    values, vectors = eigh(kinetic + attraction, overlap)
    c = vectors[:, 0].reshape(len(f), len(g))
    psi = f.T @ c @ g
    metric = lam[:, None]**2 - mu[None, :]**2
    grad2 = 4 / distance**2 / metric * (
        (lam[:, None]**2 - 1) * (df.T @ c @ g)**2
        + (1 - mu[None, :]**2) * (f.T @ c @ dg)**2)
    weights = volume * metric * wlam[:, None] * wmu[None, :]
    return (values[0] + 1 / distance, psi.ravel(),
            np.sqrt(grad2).ravel(), weights.ravel())


# H2+ in a Gaussian basis
basis = [[0, [0.04 * 2.4**k, 1.0]] for k in range(12)]
basis += [[1, [a, 1.0]] for a in (0.15, 0.45, 1.35, 4.05)]
basis += [[2, [a, 1.0]] for a in (0.4, 1.2)]


def hartree_energy(eri, orbital):
    dm = np.outer(orbital, orbital)
    vj = scf.hf.dot_eri_dm(eri, dm, hermi=1, with_k=False)[0]
    return 0.5 * float(np.sum(vj * dm))


distances = (1.06, 2.0, 3.0, 4.0, 6.0, 8.0)
errors = {name: {} for name in NAMES}
totals = {name: {} for name in NAMES}
xc_values = {name: {} for name in NAMES}
print("H2+ energies in eV; E is relative to H + proton")
print("R/angstrom  E_ref  U  err_SCAN  err_TPSS  E_SCAN  E_TPSS")
for distance in distances:
    bond = distance / BOHR
    mol = gto.M(atom=[["H", (0, 0, -bond / 2)], ["H", (0, 0, bond / 2)]],
                basis={"H": basis}, unit="Bohr", charge=1, spin=1, verbose=0)
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    levels, orbitals = eigh(core, mol.intor("int1e_ovlp"))
    reference = levels[0] + 1 / bond
    eri = mol.intor("int2e", aosym="s8")
    hartree = hartree_energy(eri, orbitals[:, 0])
    grid = dft.gen_grid.Grids(mol)
    grid.level = 5
    grid.build()
    ao = dft.numint.eval_ao(mol, grid.coords, deriv=1)

    def on_grid(orbital):
        field = ao @ orbital
        return field[0], np.sqrt(np.sum(field[1:4]**2, axis=0))

    psi, grad_psi = on_grid(orbitals[:, 0])
    for name in NAMES:
        xc = full_xc(name, psi, grad_psi, grid.weights)
        xc_values[name][distance] = xc * EV
        errors[name][distance] = (hartree + xc) * EV
        totals[name][distance] = (reference + 0.5 + hartree + xc) * EV
        corr = semilocal("," + name, psi, grad_psi, grid.weights)
        assert abs(corr) * EV < 2e-3
    print(f"{distance:.2f} {(reference+0.5)*EV:.3f} {hartree*EV:.3f} "
          + " ".join(f"{errors[k][distance]:.3f}" for k in NAMES) + " "
          + " ".join(f"{totals[k][distance]:.3f}" for k in NAMES))

    if distance in (1.06, 4.0):
        energy, psi_s, grad_s, weights_s = spheroidal_ion(bond)
        assert abs(np.sum(weights_s * psi_s**2) - 1) < 1e-8
        assert abs(energy - reference) * EV < 0.01
        for name in NAMES:
            independent = full_xc(name, psi_s, grad_s, weights_s) * EV
            assert abs(independent - xc_values[name][distance]) < 0.02

# The loop ends at the largest distance; its orbitals are used here
far = distances[-1]
assert abs(hartree * EV - hartree_h * EV / 2 - coulomb_tail(far)) < 0.03
localized = (orbitals[:, 0] + orbitals[:, 1]) / np.sqrt(2)
psi_loc, grad_loc = on_grid(localized)
near = [np.linalg.norm(grid.coords - center, axis=1) < 3 / BOHR
        for center in mol.atom_coords()]
shared_charge = np.sum(grid.weights[near[0]] * psi[near[0]]**2)
local_charge = max(np.sum(grid.weights[m] * psi_loc[m]**2) for m in near)
assert abs(shared_charge - 0.5) < 5e-3 and abs(local_charge - 1) < 1e-2
print(f"hole charge within 3 angstrom, shared: {-shared_charge:.3f} electrons")
print(f"hole charge within 3 angstrom, localized: {-local_charge:.3f} electrons")
hartree_loc = hartree_energy(eri, localized)
for name in NAMES:
    local_error = (hartree_loc
                   + full_xc(name, psi_loc, grad_loc, grid.weights)) * EV
    assert abs(local_error) < 0.03
    print(f"{name} localized error at {far:.0f} angstrom: {local_error:.4f} eV")
    for distance in (6.0, 8.0):
        predicted = delta[name] * EV + coulomb_tail(distance)
        assert abs(errors[name][distance] - predicted) < 0.03
    print(f"{name} error law at {far:.0f} angstrom: {predicted:.4f} eV")
    change = xc_values[name][8.0] - xc_values[name][6.0]
    assert abs(change) < 0.04
    print(f"{name} Exc change, 6 to 8 angstrom: {change:.4f} eV")
    assert totals[name][1.06] < totals[name][4.0]
    assert totals[name][8.0] < totals[name][6.0]
print(f"Coulomb term at 6 angstrom: {coulomb_tail(6):.4f} eV")
print(f"Coulomb term at 8 angstrom: {coulomb_tail(8):.4f} eV")
print("no test failed")
```

Printed output:

```
Hartree energy of H atom: 8.5036 eV
exact exchange, two half atoms: -4.2518 eV
fraction kept if F unchanged: 0.7937
SCAN H atom exchange: -8.5035 eV
SCAN H atom error U+Exc: 0.0000 eV
SCAN |correlation|, H atom: 2.2e-10 eV
SCAN exchange, two half atoms: -6.7210 eV
SCAN fraction of atomic exchange: 0.7904
SCAN error at infinite R: -2.4692 eV = -238.2 kJ/mol
TPSS H atom exchange: -8.5036 eV
TPSS H atom error U+Exc: -0.0000 eV
TPSS |correlation|, H atom: 1.1e-14 eV
TPSS exchange, two half atoms: -6.8961 eV
TPSS fraction of atomic exchange: 0.8110
TPSS error at infinite R: -2.6443 eV = -255.1 kJ/mol
SCAN relaxed exponent factor: 1.0907
SCAN further lowering: -0.1120 eV
TPSS relaxed exponent factor: 1.0972
TPSS further lowering: -0.1285 eV
H2+ energies in eV; E is relative to H + proton
R/angstrom  E_ref  U  err_SCAN  err_TPSS  E_SCAN  E_TPSS
1.06 -2.792 8.993 -0.136 -0.192 -2.929 -2.985
2.00 -1.422 6.403 -0.557 -0.651 -1.979 -2.073
3.00 -0.412 5.398 -1.095 -1.231 -1.507 -1.643
4.00 -0.095 5.100 -1.499 -1.668 -1.594 -1.764
6.00 -0.006 4.848 -1.862 -2.037 -1.868 -2.043
8.00 -0.001 4.702 -2.018 -2.193 -2.019 -2.194
hole charge within 3 angstrom, shared: -0.500 electrons
hole charge within 3 angstrom, localized: -0.999 electrons
SCAN localized error at 8 angstrom: -0.0001 eV
SCAN error law at 8 angstrom: -2.0193 eV
SCAN Exc change, 6 to 8 angstrom: -0.0092 eV
TPSS localized error at 8 angstrom: -0.0002 eV
TPSS error law at 8 angstrom: -2.1943 eV
TPSS Exc change, 6 to 8 angstrom: -0.0090 eV
Coulomb term at 6 angstrom: 0.6000 eV
Coulomb term at 8 angstrom: 0.4500 eV
no test failed
```
